# Radiative heat conductance of perfectly transmitting planar channels below a wavevector cutoff: a numerical check

```python
"""
Result under test: if every planar channel with in-plane wavevector q < qc
transmits perfectly at every frequency, the radiative conductance per area
and polarisation is  G = kB^2 T qc^2 / (24 hbar).
Symbols: T temperature, d vacuum gap, k0 = omega/c, kz normal wavevector in
the gap (kz = i*kappa if evanescent), r1 and r2 reflection amplitudes seen
from the gap, eps relative permittivity, n Bose occupation.
The general tests use atomic units; the plate example uses eV, nm and K.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar

kB, hbar, e = sc.k, sc.hbar, sc.e
hartree = sc.physical_constants["Hartree energy"][0]
bohr = sc.physical_constants["Bohr radius"][0]
time_au = hbar / hartree
kB_au = kB / hartree
c_au = 1 / sc.alpha
conductance_au_to_SI = hartree / (time_au * bohr**2)


def transmission_from_r(r1, r2, kz, d, evanescent):
    """Transmission of one channel from the two reflection amplitudes."""
    if evanescent:
        x = np.exp(-2 * np.imag(kz) * d)
        return 4 * np.imag(r1) * np.imag(r2) * x / abs(1 - r1 * r2 * x)**2
    phase = np.exp(2j * kz * d)
    return ((1 - abs(r1)**2) * (1 - abs(r2)**2)
            / abs(1 - r1 * r2 * phase)**2)


def reflection(eps, k0, kz, pol):
    k_in = np.sqrt((eps - 1) * k0**2 + kz**2 + 0j)
    y = k_in if pol == "s" else k_in / eps
    return (kz - y) / (kz + y)


def transmission_from_sources(eps1, eps2, k0, q, d, pol):
    """Thermal dipoles in body 1, fields matched numerically, flux into 2."""
    k1 = np.sqrt(eps1 * k0**2 - q**2 + 0j)
    k2 = np.sqrt(eps2 * k0**2 - q**2 + 0j)
    kz = np.sqrt(k0**2 - q**2 + 0j)
    y1, y2 = (k1, k2) if pol == "s" else (k1 / eps1, k2 / eps2)
    p = np.exp(1j * kz * d)
    # unknowns: reflected, forward in gap, backward in gap, transmitted
    matrix = np.array([[1, -1, -1, 0],
                       [-y1, -kz, kz, 0],
                       [0, p, 1 / p, -1],
                       [0, kz * p, -kz / p, -y2]], dtype=complex)
    t = np.linalg.solve(matrix, np.array([-1, -y1, 0, 0], dtype=complex))[3]
    depth_integral = quad(lambda z: np.exp(-2 * k1.imag * z), 0, np.inf)[0]
    if pol == "s":
        source = k0**2 / abs(k1)**2
    else:
        source = 1 + q**2 / abs(k1)**2
    return y2.real * abs(t)**2 * source * eps1.imag * depth_integral


# --- transmission formulas against thermal sources in lossy bodies ---------
source_error = 0.0
for pol in "sp":
    for q in (0.5, 1.8):
        for ea, eb in ((4 + 1.5j, -3 + 0.8j), (-1.5 + 0.3j, 2 + 0.6j)):
            kz = np.sqrt(1 - q**2 + 0j)
            formula = transmission_from_r(reflection(ea, 1.0, kz, pol),
                                          reflection(eb, 1.0, kz, pol),
                                          kz, 0.4, q > 1)
            direct = transmission_from_sources(ea, eb, 1.0, q, 0.4, pol)
            source_error = max(source_error, abs(formula / direct - 1))
assert source_error < 1e-6

# --- perfect transmission condition, and the ceiling of one ----------------
ra, kappa_d = 1.7 + 0.9j, 0.6
rb = np.exp(2 * kappa_d) / np.conj(ra)
assert abs(transmission_from_r(ra, rb, 1j * kappa_d, 1.0, True) - 1) < 1e-12
rng = np.random.default_rng(1)
size = 20000
r_e1 = rng.normal(size=size) * 3 + 1j * rng.exponential(2, size)
r_e2 = rng.normal(size=size) * 3 + 1j * rng.exponential(2, size)
t_e = transmission_from_r(r_e1, r_e2, 1j * rng.uniform(0, 3, size), 1.0, True)
r_p1 = rng.uniform(0, 1, size) * np.exp(2j * np.pi * rng.random(size))
r_p2 = rng.uniform(0, 1, size) * np.exp(2j * np.pi * rng.random(size))
t_p = transmission_from_r(r_p1, r_p2, rng.uniform(0, 3, size), 1.0, False)
assert max(t_e.max(), t_p.max()) <= 1 + 1e-9
assert min(t_e.min(), t_p.min()) >= 0

# --- the ideal conductance: box count of channels times flux integral ------
T, d_nm = 300.0, 20.0
qc_nm = 1 / d_nm
qc_au = qc_nm * 1e9 * bohr
radius = 2000.3                      # qc * box length / (2 pi)
m = np.arange(-2000, 2001)
channels = np.sum(2 * np.floor(np.sqrt(radius**2 - m**2)) + 1)
box_length = 2 * np.pi * radius / qc_au
channel_density = channels / box_length**2
assert abs(channel_density / (qc_au**2 / (4 * np.pi)) - 1) < 1e-4


def power_per_channel(temp):
    """One-way power in one perfect channel, atomic units."""
    theta = kB_au * temp
    value = quad(lambda u: u / np.expm1(u), 0, 60, epsabs=0, epsrel=1e-11)[0]
    return theta**2 * value / (2 * np.pi)


step = 0.5
G_direct = channel_density * (power_per_channel(T + step)
                              - power_per_channel(T - step)) / (2 * step)
G_ideal = kB**2 * T * (qc_nm * 1e9)**2 / (24 * hbar)
assert abs(G_direct * conductance_au_to_SI / G_ideal - 1) < 1e-4

T_hot, T_cold = 350.0, 250.0
flux = channel_density * (power_per_channel(T_hot)
                          - power_per_channel(T_cold)) * conductance_au_to_SI
assert abs(flux / (T_hot - T_cold) / G_ideal - 1) < 1e-4


# --- thermal window, and the blackbody check of the normalisation ----------
def window(u):
    return (0.5 * u / np.sinh(0.5 * u))**2


def weight_below(u):
    return quad(window, 0, u)[0] / quad(window, 0, 60)[0]


kT_eV = kB * T / e
window_eV = [kT_eV * brentq(lambda u: weight_below(u) - f, 0.01, 40)
             for f in (0.5, 0.9, 0.99)]
theta = kB_au * T
G_black = quad(lambda u: window(u) * (u * theta / c_au)**2 / (4 * np.pi),
               0, 80)[0] * kB_au * theta / (2 * np.pi) * conductance_au_to_SI
assert abs(G_black / (2 * sc.sigma * T**3) - 1) < 1e-6


# --- best filling of channels below 1/d by identical local half-spaces -----
def filling(match):
    r = 1j * np.exp(match)           # independent of q (quasistatic limit)
    return 2 * quad(lambda s: s * transmission_from_r(r, r, 1j * s, 1.0,
                                                      True), 0, 1)[0]


best = minimize_scalar(lambda a: -filling(a), bounds=(0, 1), method="bounded")
best_match, best_filling = best.x, -best.fun
r_match = 1j * np.exp(0.5)
t_off = transmission_from_r(r_match, r_match, 1j * 1.0, 1.0, True)
assert abs(t_off - 1 / np.cosh(0.5)**2) < 1e-12
for angle in (0.2, 0.8, 1.3, 2.2):   # any other phase of r fills less
    for match in np.linspace(0, 1, 11):
        r = np.exp(match + 1j * angle)
        s = (np.arange(400) + 0.5) / 400
        other = np.mean(2 * s * transmission_from_r(r, r, 1j * s, 1.0, True))
        assert other < best_filling

# --- generic polar plates, full retarded calculation -----------------------
eps_inf, E_TO, E_LO, damping = 6.0, 0.100, 0.120, 0.001    # energies in eV
hc_eV_nm = hbar * sc.c / e * 1e9


def panels(edges, n):
    x, w = np.polynomial.legendre.leggauss(n)
    edges = np.asarray(edges, dtype=float)
    half, mid = np.diff(edges) / 2, (edges[1:] + edges[:-1]) / 2
    return ((mid[:, None] + half[:, None] * x).ravel(),
            (half[:, None] * w).ravel())


def plate_conductance(n):
    """Conductances in W/(m^2 K) by polarisation and wavevector range."""
    E, wE = panels([0, .05, .09, .098, .1, .102, .106, .11, .114, .117,
                    .12, .124, .14, .3, .8], n)
    eps = eps_inf * ((E_LO**2 - E**2 - 1j * damping * E)
                     / (E_TO**2 - E**2 - 1j * damping * E))
    eps, k0 = eps[:, None], (E / hc_eV_nm)[:, None]
    kappa_c = np.sqrt(qc_nm**2 - k0**2)
    a, wa = panels([0, 1], n)
    b, wb = panels([0, .01, .1, .4, 1], n)
    g, wg = panels([0, 1, 3, 10], n)
    ranges = {"prop": (k0 * a, k0 * wa, False),
              "below": (kappa_c * b, kappa_c * wb, True),
              "above": (kappa_c + g / d_nm, wg / d_nm, True)}
    scale = wE * window(E / kT_eV) * kB * e / (2 * np.pi * hbar) * 1e18
    in_band = (E > E_TO) & (E < E_LO)
    out, highest = {}, 0.0
    for pol in "sp":
        for name, (k, wk, evanescent) in ranges.items():
            kz = 1j * k if evanescent else k + 0j
            r = reflection(eps, k0, kz, pol)
            t = transmission_from_r(r, r, kz if evanescent else k,
                                    d_nm, evanescent)
            highest = max(highest, t.max())
            spectrum = scale * np.sum(k * wk * t, axis=1) / (2 * np.pi)
            out[pol, name] = spectrum.sum()
            out[pol, name, "band"] = spectrum[in_band].sum()
    return out, highest


coarse, _ = plate_conductance(32)
fine, highest_t = plate_conductance(48)
total = {pol: sum(fine[pol, r] for r in ("prop", "below", "above"))
         for pol in "sp"}
total_coarse = {pol: sum(coarse[pol, r] for r in ("prop", "below", "above"))
                for pol in "sp"}
shift = {pol: abs(total[pol] / total_coarse[pol] - 1) for pol in "sp"}
assert shift["p"] < 5e-3 and shift["s"] < 2e-2
assert highest_t <= 1 + 1e-9
p_inside = fine["p", "prop"] + fine["p", "below"]
s_inside = fine["s", "prop"] + fine["s", "below"]
assert p_inside < G_ideal and s_inside < G_ideal
band_weight = weight_below(E_LO / kT_eV) - weight_below(E_TO / kT_eV)
band_p = fine["p", "prop", "band"] + fine["p", "below", "band"]
assert band_p < band_weight * G_ideal
band_share = band_p / p_inside

# --- temperature drop inside the plates (series thermal resistances) -------
thickness_mm, conductivity = 0.5, 100.0
G_plates = conductivity / (2 * thickness_mm * 1e-3)
gap_share_ideal = 1 / (1 + 2 * G_ideal / G_plates)
gap_share_model = 1 / (1 + (total["s"] + total["p"]) / G_plates)

print(f"temperature T = {T:.0f} K")
print(f"gap d = {d_nm:.0f} nm")
print(f"cutoff qc = 1/d = {qc_nm:.3f} 1/nm")
print(f"thermal energy kB T = {kT_eV:.5f} eV")
print(f"channel density qc^2/(4 pi) = {qc_nm**2/(4*np.pi):.4e} 1/nm^2")
print(f"conductance per channel = {np.pi*kB**2*T/(6*hbar):.4e} W/K")
print(f"ideal G per polarisation = {G_ideal:.4e} W/(m^2 K)")
print(f"same, converted = {G_ideal/e*1e-20:.4e} eV/(s A^2 K)")
print(f"box count times flux integral = "
      f"{G_direct*conductance_au_to_SI:.4e} W/(m^2 K)")
print(f"hot and cold temperatures = {T_hot:.0f}, {T_cold:.0f} K")
print(f"ideal flux between them, one pol. = {flux:.4e} W/m^2")
print(f"blackbody G per polarisation = {G_black:.4f} W/(m^2 K)")
print(f"ideal G / blackbody G = {G_ideal/G_black:.4e}")
print(f"propagating share of ideal G = {G_black/G_ideal:.3e}")
print(f"photon energy hbar c qc = {hc_eV_nm*qc_nm:.3f} eV")
for label, value in zip(("50", "90", "99"), window_eV):
    print(f"{label} % of thermal weight lies below {value:.4f} eV")
print(f"source test, largest relative error = {source_error:.1e}")
print(f"T at kappa d = 1 if matched at 0.5 = {t_off:.4f}")
print(f"best matching point kappa0 d = {best_match:.4f}")
print(f"best local filling below 1/d = {best_filling:.4f}")
print(f"plate model eps_inf = {eps_inf:.1f}")
print(f"plate model E_TO, E_LO = {E_TO:.3f}, {E_LO:.3f} eV")
print(f"plate model damping = {damping:.4f} eV")
print(f"largest transmission on mesh = {highest_t:.6f}")
print(f"plates p, q < qc: {p_inside:.2f} W/(m^2 K)")
print(f"plates p, q > qc: {fine['p', 'above']:.2f} W/(m^2 K)")
print(f"plates s, q < qc: {s_inside:.3f} W/(m^2 K)")
print(f"plates s, q > qc: {fine['s', 'above']:.3f} W/(m^2 K)")
print(f"plates total, both pol. = {total['s']+total['p']:.2f} W/(m^2 K)")
print(f"mesh shift p, s = {shift['p']:.1e}, {shift['s']:.1e} (relative)")
print(f"plates p (q < qc) / ideal G = {p_inside/G_ideal:.4f}")
print(f"thermal weight between E_TO and E_LO = {band_weight:.4f}")
print(f"ideal G from that band alone = {band_weight*G_ideal:.1f} W/(m^2 K)")
print(f"band share of plates p (q < qc) = {band_share:.4f}")
print(f"plate thickness = {thickness_mm:.1f} mm")
print(f"plate conductivity = {conductivity:.0f} W/(m K)")
print(f"conductance of two plates = {G_plates:.3e} W/(m^2 K)")
print(f"share of drop in gap, ideal both pol. = {gap_share_ideal:.4f}")
print(f"share of drop in gap, plate model = {gap_share_model:.4f}")
print("all good")
```

It prints:

```
temperature T = 300 K
gap d = 20 nm
cutoff qc = 1/d = 0.050 1/nm
thermal energy kB T = 0.02585 eV
channel density qc^2/(4 pi) = 1.9894e-04 1/nm^2
conductance per channel = 2.8393e-10 W/K
ideal G per polarisation = 5.6486e+04 W/(m^2 K)
same, converted = 3.5256e+03 eV/(s A^2 K)
box count times flux integral = 5.6486e+04 W/(m^2 K)
hot and cold temperatures = 350, 250 K
ideal flux between them, one pol. = 5.6486e+06 W/m^2
blackbody G per polarisation = 3.0620 W/(m^2 K)
ideal G / blackbody G = 1.8447e+04
propagating share of ideal G = 5.421e-05
photon energy hbar c qc = 9.866 eV
50 % of thermal weight lies below 0.0463 eV
90 % of thermal weight lies below 0.1188 eV
99 % of thermal weight lies below 0.2009 eV
source test, largest relative error = 6.0e-15
T at kappa d = 1 if matched at 0.5 = 0.7864
best matching point kappa0 d = 0.6761
best local filling below 1/d = 0.9489
plate model eps_inf = 6.0
plate model E_TO, E_LO = 0.100, 0.120 eV
plate model damping = 0.0010 eV
largest transmission on mesh = 1.000000
plates p, q < qc: 487.09 W/(m^2 K)
plates p, q > qc: 2264.07 W/(m^2 K)
plates s, q < qc: 27.863 W/(m^2 K)
plates s, q > qc: 0.002 W/(m^2 K)
plates total, both pol. = 2779.02 W/(m^2 K)
mesh shift p, s = 8.5e-06, 3.6e-04 (relative)
plates p (q < qc) / ideal G = 0.0086
thermal weight between E_TO and E_LO = 0.0625
ideal G from that band alone = 3532.5 W/(m^2 K)
band share of plates p (q < qc) = 0.9160
plate thickness = 0.5 mm
plate conductivity = 100 W/(m K)
conductance of two plates = 1.000e+05 W/(m^2 K)
share of drop in gap, ideal both pol. = 0.4695
share of drop in gap, plate model = 0.9730
all good
```
